# Tuning the range-separation parameter and testing the straightness of E(N): a program that tests the result

```python
"""Optimal tuning of a long-range corrected functional for water.

Result under test: J(omega) = eps_HOMO(N) + I is the weighted curvature
integral of f E''(f), where E(f) is the energy of N-1+f electrons and
I = E(0)-E(1). J is positive for the local functional (omega = 0), negative
for full exchange (omega = infinity), and has a root between them. At the root
E(f) is much straighter, although not exactly straight.
omega : range-separation parameter (1/bohr inside the program)
f     : occupation of the frontier beta spin orbital
D(f)  : E(f) minus the straight line joining E(0) and E(1)
S     : eps(f=0) + I, the slope of D at the cation end
Internal energies are in hartree; printed energies are in eV.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, factorial, spherical_jn
from pyscf import gto, scf, dft, ao2mo
from pyscf.dft import libxc

EV = constants.physical_constants['Hartree energy in eV'][0]
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
INF = float('inf')

# ---------------------------------------------------------------- molecule
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
atoms = [['O', (0., 0., 0.)],
         ['H', (0., bond * np.sin(half), bond * np.cos(half))],
         ['H', (0., -bond * np.sin(half), bond * np.cos(half))]]
basis = '6-31++g**'
mol = gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)
nao = mol.nao_nr()
n_alpha = mol.nelectron // 2
frontier = n_alpha - 1
overlap = mol.intor('int1e_ovlp')
core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
s_val, s_vec = np.linalg.eigh(overlap)
orth = (s_vec / np.sqrt(s_val)) @ s_vec.T
eri = ao2mo.restore(1, mol.intor('int2e', aosym='s8'), nao)
coulomb_matrix = eri.reshape(nao**2, nao**2)


@lru_cache(maxsize=3)
def exchange_matrix(omega):
    """Two-electron integrals of erf(omega r)/r, ordered for exchange."""
    if omega == INF:
        g = eri
    else:
        with mol.with_range_coulomb(omega):
            g = ao2mo.restore(1, mol.intor('int2e', aosym='s8'), nao)
    return np.ascontiguousarray(g.transpose(0, 2, 1, 3)).reshape(nao**2, -1)


@lru_cache(maxsize=None)
def grid(level):
    g = dft.gen_grid.Grids(mol)
    g.level = level
    g.build()
    return np.array(dft.numint.eval_ao(mol, g.coords)), np.array(g.weights)


# ------------------------------------------- short-range local exchange
def attenuation(a):
    """Return F(a) and a F'(a); a series avoids cancellation for a > 1."""
    b = np.minimum(a, 1.0)
    gauss = np.exp(-1 / (4 * b**2))
    root_erf = np.sqrt(np.pi) * erf(1 / (2 * b))
    f_closed = 1 - 8 / 3 * b * (root_erf + (2*b - 4*b**3) * gauss
                                - 3*b + 4*b**3)
    d_closed = -8 / 3 * b * (root_erf + (2*b - 16*b**3) * gauss
                             - 6*b + 16*b**3)
    x = 1 / (4 * np.maximum(a, 1.0)**2)
    f_series, d_series, power = 0 * x, 0 * x, 1 + 0 * x
    for k in range(1, 11):
        power = power * x
        c = (-1)**k * (1 / (factorial(k) * (2*k + 1))
                       - 1 / (2 * factorial(k + 1))
                       - 1 / (4 * factorial(k + 2)))
        f_series = f_series - 8 / 3 * c * power
        d_series = d_series + 16 / 3 * k * c * power
    return (np.where(a <= 1, f_closed, f_series),
            np.where(a <= 1, d_closed, d_series))


def local_exchange(n, omega):
    """Energy density and potential for one spin density n."""
    if omega == INF:
        return 0 * n, 0 * n
    cube = np.cbrt(n)
    c = 1.5 * (3 / (4 * np.pi))**(1 / 3)
    if omega == 0:
        F, aF = 1.0, 0.0
    else:
        F, aF = attenuation(omega / (2 * (6 * np.pi**2)**(1 / 3) * cube))
    return -c * n * cube * F, -c * cube * (4 * F - aF) / 3


# ------------------------------------------------ energy and SCF solution
def energy_and_fock(omega, corr, dms, level):
    total = dms[0] + dms[1]
    vj = (coulomb_matrix @ total.ravel()).reshape(nao, nao)
    energy = mol.energy_nuc() + np.sum(total * (core + vj / 2))
    focks = [core + vj, core + vj]
    if omega > 0:
        kmat = exchange_matrix(omega)
        for s in range(2):
            vk = (kmat @ dms[s].ravel()).reshape(nao, nao)
            energy -= np.sum(vk * dms[s]) / 2
            focks[s] = focks[s] - vk
    if omega < INF or corr:
        ao, w = grid(level)
        rho = [np.maximum(np.einsum('gi,gi->g', ao @ d, ao), 1e-14)
               for d in dms]
        pots = []
        for n in rho:
            e_x, v_x = local_exchange(n, omega)
            energy += w @ e_x
            pots.append(v_x)
        if corr:
            e_c, v_c = libxc.eval_xc(',vwn', (rho[0], rho[1]),
                                     spin=1, deriv=1)[:2]
            energy += w @ ((rho[0] + rho[1]) * e_c)
            v_c = np.asarray(v_c[0])
            if v_c.shape[0] != 2:
                v_c = v_c.T
            pots = [pots[s] + v_c[s] for s in range(2)]
        for s in range(2):
            focks[s] = focks[s] + ao.T @ (ao * (w * pots[s])[:, None])
    return energy, focks


guess = np.asarray(scf.hf.init_guess_by_minao(mol)) / 2
seeds = {1.0: [guess, guess]}


@lru_cache(maxsize=None)
def solve(omega, f, corr=True, level=1):
    """Self-consistent energy, frontier eigenvalue, densities, orbital."""
    f = float(f)
    dms = seeds.get(f, seeds[1.0])
    occ = [np.zeros(nao), np.zeros(nao)]
    occ[0][:n_alpha] = 1
    occ[1][:frontier] = 1
    occ[1][frontier] = f
    errors, history = [], []
    first = f not in seeds or dms[0] is guess
    for cycle in range(100):
        energy, focks = energy_and_fock(omega, corr, dms, level)
        err = np.array([orth @ (F @ d @ overlap - overlap @ d @ F) @ orth
                        for F, d in zip(focks, dms)]).ravel()
        converged = np.max(abs(err)) < 1e-6 and not (first and cycle == 0)
        if not converged:
            errors = (errors + [err])[-8:]
            history = (history + [np.array(focks)])[-8:]
            if len(errors) > 1 and cycle > 1:
                B = np.array(errors) @ np.array(errors).T
                scale = 1 / np.sqrt(np.maximum(np.diag(B), 1e-30))
                c = scale * np.linalg.lstsq(B * np.outer(scale, scale),
                                            scale, rcond=1e-12)[0]
                focks = np.tensordot(c / c.sum(), np.array(history), 1)
        new = []
        for s in range(2):
            eps, vec = np.linalg.eigh(orth @ focks[s] @ orth)
            vec = orth @ vec
            new.append((vec * occ[s]) @ vec.T)
        if converged and max(np.max(abs(new[s] - dms[s]))
                             for s in range(2)) < 1e-4:
            seeds[f] = dms
            return energy, eps[frontier], dms, vec[:, frontier]
        dms = new
    raise AssertionError('SCF did not converge')


def ionization(omega, corr=True, level=1):
    return (solve(omega, 0.0, corr, level)[0]
            - solve(omega, 1.0, corr, level)[0])


def mismatch(omega, corr=True, level=1):
    return solve(omega, 1.0, corr, level)[1] + ionization(omega, corr, level)


# ----------------------------- test: attenuation from the exchange hole
hole_error = 0.0
for a in (0.1, 0.6, 1.0, 3.0):
    numeric = quad(lambda s: 4 * spherical_jn(1, s)**2 / s * erfc(2*a*s),
                   0, 3.2 / a, limit=200, epsabs=1e-11)[0]
    hole_error = max(hole_error, abs(numeric - float(attenuation(a)[0])))
assert hole_error < 1e-8

# ---------------------------- test: SCF code against PySCF's own solvers
e_lda = solve(0.0, 1.0)[0]
reference = dft.RKS(mol)
reference.xc = 'lda,vwn'
reference.grids.level = 1
lda_error = abs(reference.kernel() - e_lda)
cation = gto.M(atom=atoms, basis=basis, unit='Angstrom', charge=1, spin=1,
               verbose=0)
hf_error = abs(scf.UHF(cation).kernel() - solve(INF, 0.0, False)[0])
assert lda_error < 2e-5 and hf_error < 1e-5
ao1, w1 = grid(1)
electron_count = w1 @ np.einsum('gi,gi->g',
                                ao1 @ sum(solve(0.0, 1.0)[2]), ao1)
assert abs(electron_count - mol.nelectron) < 2e-3

# --------------------------------------- test: both limits of omega
small = 0.01
slope = (mismatch(small) - mismatch(0.0)) / small
slope_theory = -1 / np.sqrt(np.pi)
assert abs(slope / slope_theory - 1) < 0.03


def midpoint_bow(omega):
    return solve(omega, 0.5)[0] - (solve(omega, 0.0)[0]
                                   + solve(omega, 1.0)[0]) / 2


bow_slope = (midpoint_bow(small) - midpoint_bow(0.0)) / small
bow_theory = 1 / (4 * np.sqrt(np.pi))
assert abs(bow_slope / bow_theory - 1) < 0.03
limit_gap = abs(mismatch(20.0) - mismatch(INF)) * EV
assert limit_gap < 0.02

# ------------------------------------------------ scan and root search
scan = [0.0, 0.4, 0.8, 1.2, 1.6, 2.4, 4.0, INF]      # 1/angstrom
values = [mismatch(w * BOHR) for w in scan]
assert values[0] > 0 > values[-1]
changes = [i for i in range(len(scan) - 1) if values[i] * values[i+1] < 0]
assert len(changes) == 1
low = scan[changes[0]] * BOHR
high = min(scan[changes[0] + 1], 40.0) * BOHR
tuned = brentq(mismatch, low, high, xtol=1e-5)
assert abs(mismatch(tuned)) * EV < 1e-3
fine_grid_J = mismatch(tuned, True, 3) * EV
assert abs(fine_grid_J) < 0.02

# ------------------------------------------------ test: Janak's theorem
step = 0.01
janak_fd = (solve(tuned, 0.5 + step)[0]
            - solve(tuned, 0.5 - step)[0]) / (2 * step) * EV
janak_eps = solve(tuned, 0.5)[1] * EV
assert abs(janak_fd - janak_eps) < 2e-3

# ----------------------------------------------- E(f) for four functionals
fractions = np.array([0, 0.25, 0.5, 0.75, 1.0])
boole = np.array([7, 32, 12, 32, 7]) / 90
cases = [('LDA', 0.0, True), ('tuned', tuned, True),
         ('full-x+VWN', INF, True), ('HF', INF, False)]
data = {}
for name, omega, corr in cases:
    runs = [solve(omega, float(f), corr) for f in fractions]
    E = np.array([r[0] for r in runs]) * EV
    eps = np.array([r[1] for r in runs]) * EV
    D = E - (1 - fractions) * E[0] - fractions * E[-1]
    I = E[0] - E[-1]
    J, S = eps[-1] + I, eps[0] + I
    hermite = (S * fractions * (1 - fractions)**2
               - J * fractions**2 * (1 - fractions))
    dms, phi = runs[-1][2], runs[-1][3]
    frozen = [energy_and_fock(omega, corr,
                              [dms[0], dms[1] - (1-f) * np.outer(phi, phi)],
                              1)[0] * EV for f in (0.0, 0.5, 1.0)]
    data[name] = dict(D=D, I=I, J=J, S=S, eps=eps, hermite=hermite,
                      second=np.diff(E, 2), bow=np.max(abs(D)),
                      relaxed=4 * (E[0] - 2*E[2] + E[4]),
                      frozen=4 * (frozen[0] - 2*frozen[1] + frozen[2]),
                      integral_error=abs(boole @ eps + I))
    assert data[name]['integral_error'] < 0.02
    assert np.max(abs(D - hermite)) < 0.05
    assert data[name]['relaxed'] < data[name]['frozen']

assert np.all(data['LDA']['second'] > 0)
assert np.all(data['full-x+VWN']['second'] < 0)
assert np.all(data['HF']['second'] < 0)
assert abs(data['HF']['frozen']) < 1e-5
assert data['LDA']['frozen'] > 0
assert data['tuned']['bow'] < 0.25 * min(data['LDA']['bow'],
                                         data['full-x+VWN']['bow'])

# ----------------------------------------------------------------- output
print(f'water: O-H {bond:.2f} angstrom, angle {angle:.1f} degree')
print(f'basis {basis}, {nao} functions, {len(w1)} grid points')
print(f'integrated electron number {electron_count:.5f}')
print(f'attenuation function, largest error {hole_error:.1e}')
print(f'neutral LDA energy minus PySCF {lda_error * EV:.1e} eV')
print(f'cation HF energy minus PySCF {hf_error * EV:.1e} eV')
print(f'dJ/domega at 0: {slope:.4f}, theory {slope_theory:.4f} (a.u.)')
print(f'midpoint bow slope: {bow_slope:.4f}, theory {bow_theory:.4f} (a.u.)')
print(f'|J(20/bohr)-J(infinity)| = {limit_gap:.5f} eV')
for w, value in zip(scan, values):
    print(f'omega {w:4.1f} 1/angstrom: J = {value * EV:8.4f} eV')
print(f'tuned omega = {tuned / BOHR:.4f} 1/angstrom = {tuned:.4f} 1/bohr')
print(f'J at tuned omega, finer grid = {fine_grid_J:.4f} eV')
print(f'Janak f=0.5: dE/df {janak_fd:.4f}, eps {janak_eps:.4f} eV')
for name, _, _ in cases:
    d = data[name]
    print(f'{name}: I {d["I"]:.4f}, eps(1) {d["eps"][-1]:.4f}, '
          f'eps(0) {d["eps"][0]:.4f} eV')
    print(f'  J {d["J"]:.4f}, S {d["S"]:.4f} eV')
    print('  D at f=0.25,0.50,0.75: '
          + ', '.join(f'{x:.4f}' for x in d['D'][1:4]) + ' eV')
    print('  Hermite prediction:    '
          + ', '.join(f'{x:.4f}' for x in d['hermite'][1:4]) + ' eV')
    print(f'  mean curvature: frozen {d["frozen"]:.4f}, '
          f'relaxed {d["relaxed"]:.4f} eV')
    print(f'  |integral of eps + I| = {d["integral_error"]:.5f} eV')
print(f'largest |D|, tuned/LDA = '
      f'{data["tuned"]["bow"] / data["LDA"]["bow"]:.4f}')
print(f'largest |D|, tuned/full-x+VWN = '
      f'{data["tuned"]["bow"] / data["full-x+VWN"]["bow"]:.4f}')
print('PASS')
```

Running it gives:

```
water: O-H 0.96 angstrom, angle 104.5 degree
basis 6-31++g**, 30 functions, 10128 grid points
integrated electron number 9.99995
attenuation function, largest error 3.3e-16
neutral LDA energy minus PySCF 2.6e-11 eV
cation HF energy minus PySCF 2.1e-10 eV
dJ/domega at 0: -0.5649, theory -0.5642 (a.u.)
midpoint bow slope: 0.1412, theory 0.1410 (a.u.)
|J(20/bohr)-J(infinity)| = 0.00001 eV
omega  0.0 1/angstrom: J =   5.8251 eV
omega  0.4 1/angstrom: J =   2.8233 eV
omega  0.8 1/angstrom: J =   0.8023 eV
omega  1.2 1/angstrom: J =  -0.4575 eV
omega  1.6 1/angstrom: J =  -1.2462 eV
omega  2.4 1/angstrom: J =  -2.0622 eV
omega  4.0 1/angstrom: J =  -2.5426 eV
omega  inf 1/angstrom: J =  -2.6777 eV
tuned omega = 1.0322 1/angstrom = 0.5462 1/bohr
J at tuned omega, finer grid = -0.0000 eV
Janak f=0.5: dE/df -13.3921, eps -13.3920 eV
LDA: I 13.1145, eps(1) -7.2894, eps(0) -19.1552 eV
  J 5.8251, S -6.0407 eV
  D at f=0.25,0.50,0.75: -1.1277, -1.4919, -1.1069 eV
  Hermite prediction:    -1.1225, -1.4832, -1.1023 eV
  mean curvature: frozen 17.0212, relaxed 11.9353 eV
  |integral of eps + I| = 0.00003 eV
tuned: I 13.4175, eps(1) -13.4175, eps(0) -13.5268 eV
  J -0.0000, S -0.1093 eV
  D at f=0.25,0.50,0.75: -0.0170, -0.0172, -0.0073 eV
  Hermite prediction:    -0.0154, -0.0137, -0.0051 eV
  mean curvature: frozen 5.3979, relaxed 0.1373 eV
  |integral of eps + I| = 0.00015 eV
full-x+VWN: I 12.6026, eps(1) -15.2803, eps(0) -10.6580 eV
  J -2.6777, S 1.9446 eV
  D at f=0.25,0.50,0.75: 0.3973, 0.5722, 0.4636 eV
  Hermite prediction:    0.3990, 0.5778, 0.4677 eV
  mean curvature: frozen 0.3205, relaxed -4.5776 eV
  |integral of eps + I| = 0.00054 eV
HF: I 11.0089, eps(1) -13.8546, eps(0) -8.9140 eV
  J -2.8456, S 2.0949 eV
  D at f=0.25,0.50,0.75: 0.4210, 0.6042, 0.4902 eV
  Hermite prediction:    0.4280, 0.6176, 0.4984 eV
  mean curvature: frozen 0.0000, relaxed -4.8336 eV
  |integral of eps + I| = 0.00004 eV
largest |D|, tuned/LDA = 0.0115
largest |D|, tuned/full-x+VWN = 0.0300
PASS
```
